**Electron-electron and electron-phonon scattering rates in free-electron copper at 300 K**

The program estimates the thermally averaged electron-electron collision rate and divides it by the electron-phonon transport rate, which is nρ/m in atomic units. Here n is the electron density, ρ the resistivity and m the band mass; the lattice constant and resistivity are rough measured inputs. It asserts that the closed formulas for the direct and exchange rates agree within 6 percent with Monte Carlo integration of the golden rule, for two combinations of energy and mass. Further assertions compare the phase-space integral, thermal average, screening constant, Drude relation and Lindhard function with quadrature, direct sums or finite differences. With Thomas-Fermi screening and m = 1, the output gives a ratio of 0.50 percent with exchange and 0.86 percent without it. Static Lindhard screening raises the ratio without exchange to 0.93 percent. The ratio reaches one percent at a band mass of 1.36 electron masses with exchange and 1.06 without, so the result is an estimate and not a strict bound for real copper.

## Numerical verification

```python
"""
Result under test: in a free-electron model of copper at 300 K the thermally
averaged electron-electron collision rate is below one percent of the
electron-phonon transport rate inferred from the resistivity.

Hartree atomic units unless a name says otherwise.
T: thermal energy k_B T; xi: energy from the Fermi level; mass: band mass
kF: Fermi wavevector; W(q) = 4 pi/(q^2 + ks^2): screened interaction
Direct relaxation rate:
  mass^3 (xi^2 + pi^2 T^2)/(8 pi^3 kF) * integral of W^2 over 0 < q < 2 kF
Exchange multiplies it by 1 - J/(2 I), with I and J defined below.
A relaxation rate is the out-scattering rate divided by 1 - f(xi).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
time_unit = const.physical_constants["atomic unit of time"][0]

# Inputs: the lattice constant and resistivity are rough measured values.
temperature_K = 300.0
lattice_angstrom = 3.6
resistivity_microohm_cm = 1.7

T = const.k * temperature_K / hartree
density = 4.0 / (lattice_angstrom * 1e-10 / bohr) ** 3
kF = (3 * pi**2 * density) ** (1 / 3)


def screening_squared(mass):
    return 4 * mass * kF / pi


def angular_integrals(mass):
    """Direct average I and exchange average J, in units of W(0)^2."""
    b = 4 * kF**2 / screening_squared(mass)
    root = np.sqrt(b)
    I = (np.arctan(root) + root / (1 + b)) / (2 * root)
    z = np.sqrt(b * (b + 2))
    return I, np.arctan(z) / z


def exchange_factor(mass):
    I, J = angular_integrals(mass)
    return 1 - J / (2 * I)


def direct_rate(xi, mass):
    I, _ = angular_integrals(mass)
    w0 = 4 * pi / screening_squared(mass)
    integral = 2 * kF * w0**2 * I
    return mass**3 * (xi**2 + pi**2 * T**2) * integral / (8 * pi**3 * kF)


def phonon_rate(mass):
    n_si = density / bohr**3
    rho_si = resistivity_microohm_cm * 1e-8
    rate_si = n_si * const.e**2 * rho_si / (mass * const.m_e)
    return rate_si * time_unit


def mean_ratio(mass, with_exchange):
    factor = exchange_factor(mass) if with_exchange else 1.0
    return 4 / 3 * direct_rate(0.0, mass) * factor / phonon_rate(mass)


# Pauli-blocked phase space, by a sum over both final energies in units of T.
grid = np.arange(-45.0, 45.0001, 0.1)
e1, e2 = np.meshgrid(grid, grid, indexing="ij")
for x in (0.0, 1.5, -2.0):
    integrand = expit(-(e1 + e2 - x)) * expit(e1) * expit(e2)
    numerical = integrand.sum() * 0.1**2
    formula = expit(x) * (x**2 + pi**2) / 2
    assert abs(numerical / formula - 1) < 1e-7

# Thermal average of the energy dependence, relative to the Fermi level.
thermal_factor = quad(
    lambda x: expit(x) * expit(-x) * (x**2 + pi**2) / pi**2, -45, 45,
    points=[0.0], limit=200)[0]
assert abs(thermal_factor - 4 / 3) < 1e-8

# Screening constant from the compressibility of the electron gas.
for mass in (1.0, 1.3):
    mu = kF**2 / (2 * mass)
    step = 1e-4 * mu
    n_plus = (2 * mass * (mu + step)) ** 1.5 / (3 * pi**2)
    n_minus = (2 * mass * (mu - step)) ** 1.5 / (3 * pi**2)
    numerical = 4 * pi * (n_plus - n_minus) / (2 * step)
    assert abs(numerical / screening_squared(mass) - 1) < 1e-6

# Drude conductivity from the Boltzmann integral with constant lifetime.
for mass in (1.0, 1.3):
    mu = kF**2 / (2 * mass)
    half_width = 40 * T * mass / kF
    k = np.linspace(kF - half_width, kF + half_width, 20001)
    x = (k**2 / (2 * mass) - mu) / T
    minus_df = expit(x) * expit(-x) / T
    values = 4 * pi * k**2 * (k / mass) ** 2 / 3 * minus_df
    sigma_over_tau = 2 / (2 * pi) ** 3 * values.sum() * (k[1] - k[0])
    assert abs(sigma_over_tau / (density / mass) - 1) < 1e-3


def sampled_rates(xi, mass, rng, batches=16, samples=500000):
    """Golden-rule rates without and with exchange, exact kinematics.

    The partner energy is sampled within 10 T of the Fermi level; outside
    that window Pauli blocking makes the contribution negligible.
    """
    fermi = kF**2 / (2 * mass)
    k1 = np.sqrt(2 * mass * (fermi + xi))
    width = 10 * T
    results = []
    for _ in range(batches):
        u = rng.random((4, samples))
        xi2 = width * (2 * u[0] - 1)
        k2 = np.sqrt(2 * mass * (fermi + xi2))
        c = 2 * u[1] - 1
        s = np.sqrt(1 - c**2)
        # Half the total momentum and half the relative momentum.
        cx, cz = k2 * s / 2, (k1 + k2 * c) / 2
        px, pz = -k2 * s / 2, (k1 - k2 * c) / 2
        p = np.sqrt(px**2 + pz**2)
        nz = 2 * u[2] - 1
        nx = np.sqrt(1 - nz**2) * np.cos(2 * pi * u[3])
        final_energy = (cx**2 + cz**2 + p**2
                        + 2 * p * (cx * nx + cz * nz)) / (2 * mass)
        xi1f = final_energy - fermi
        xi2f = xi + xi2 - xi1f
        overlap = p * (px * nx + pz * nz)
        ks2 = screening_squared(mass)
        w = 4 * pi / (2 * p**2 - 2 * overlap + ks2)
        w_swapped = 4 * pi / (2 * p**2 + 2 * overlap + ks2)
        partner = 2 * pi * k2 * mass * 2 * (2 * width) / (2 * pi) ** 3
        final = 2 * pi * (mass * p / 2) * 4 * pi / (2 * pi) ** 3
        blocking = expit(-xi2 / T) * expit(xi1f / T) * expit(xi2f / T)
        weight = partner * final * blocking / expit(xi / T)
        results.append((np.mean(weight * 2 * w**2),
                        np.mean(weight * (w**2 + 0.5 * (w - w_swapped)**2))))
    results = np.array(results)
    return results.mean(axis=0), results.std(axis=0, ddof=1) / batches**0.5


# The tolerance covers sampling noise and finite T/E_F corrections.
rng = np.random.default_rng(12345)
sampling_report = []
for xi, mass in ((0.0, 1.0), (2 * T, 1.3)):
    sampled, error = sampled_rates(xi, mass, rng)
    direct = direct_rate(xi, mass)
    derived = np.array([direct, direct * exchange_factor(mass)])
    assert np.all(error / sampled < 0.02)
    assert np.all(np.abs(sampled / derived - 1) < 0.06)
    sampling_report.append((xi / T, mass, sampled, error, derived))


def lindhard(y):
    """Static response relative to its q = 0 value, y = q/(2 kF)."""
    if y < 1e-5:
        return 1 - y**2 / 3
    if abs(1 - y) < 1e-12:
        return 0.5
    return 0.5 + (1 - y**2) / (4 * y) * np.log(abs((1 + y) / (1 - y)))


# Lindhard function from the sum over occupied states.
for y in (0.3, 0.8):
    q = 2 * kF * y
    response = quad(
        lambda p: p * np.log(abs((2 * p + q) / (2 * p - q))) / (pi**2 * q),
        0, kF, points=[q / 2], limit=200)[0]
    assert abs(response / (kF / pi**2) / lindhard(y) - 1) < 1e-6

b_one = 4 * kF**2 / screening_squared(1.0)
I_one, J_one = angular_integrals(1.0)
I_lindhard = quad(lambda y: 1 / (lindhard(y) + b_one * y**2) ** 2, 0, 1)[0]

ratio_direct = mean_ratio(1.0, False)
ratio_exchange = mean_ratio(1.0, True)
ratio_lindhard = ratio_direct * I_lindhard / I_one
assert ratio_exchange < ratio_direct < 0.01
assert ratio_lindhard < 0.01

mass_direct = brentq(lambda m: mean_ratio(m, False) - 0.01, 1.0, 3.0)
mass_exchange = brentq(lambda m: mean_ratio(m, True) - 0.01, 1.0, 3.0)

fermi_energy = kF**2 / 2
rate_direct = 4 / 3 * direct_rate(0.0, 1.0)
rate_exchange = rate_direct * exchange_factor(1.0)
rate_phonon = phonon_rate(1.0)
fs = time_unit * 1e15

print(f"Temperature: {temperature_K:.0f} K")
print(f"Lattice constant (rough input): {lattice_angstrom:.1f} angstrom")
print(f"Resistivity (rough input): {resistivity_microohm_cm:.1f} microohm cm")
print(f"Thermal energy T: {T:.4e} hartree")
print(f"Electron density n: {density:.5f} bohr^-3")
print(f"Fermi wavevector kF: {kF:.4f} bohr^-1")
print(f"Fermi energy: {fermi_energy:.4f} hartree")
print(f"T / Fermi energy: {T / fermi_energy:.5f} (no unit)")
print(f"Screening wavevector ks: {screening_squared(1.0)**0.5:.4f} bohr^-1")
print(f"b = 4 kF^2/ks^2: {b_one:.4f} (no unit)")
print(f"Direct average I: {I_one:.4f} (no unit)")
print(f"Exchange average J: {J_one:.4f} (no unit)")
print(f"Exchange factor: {exchange_factor(1.0):.4f} (no unit)")
print(f"Thermal average factor: {thermal_factor:.6f} (no unit)")
print(f"Direct rate at xi=0: {direct_rate(0.0, 1.0):.3e} a.u.")
print(f"Mean e-e rate, direct: {rate_direct:.3e} a.u.")
print(f"Mean e-e rate, with exchange: {rate_exchange:.3e} a.u.")
print(f"T^2 / Fermi energy: {T**2 / fermi_energy:.3e} hartree")
print(f"Direct rate/(T^2/EF): {rate_direct * fermi_energy / T**2:.3f}")
print(f"Exchange rate/(T^2/EF): {rate_exchange * fermi_energy / T**2:.3f}")
print(f"Electron-phonon rate: {rate_phonon:.3e} a.u.")
print(f"Inverse mean e-e rate, with exchange: {fs / rate_exchange:.0f} fs")
print(f"Electron-phonon time: {fs / rate_phonon:.1f} fs")
print(f"Ratio e-e/e-ph, direct: {100 * ratio_direct:.2f} percent")
print(f"Ratio e-e/e-ph, with exchange: {100 * ratio_exchange:.2f} percent")
print(f"Lindhard direct average I: {I_lindhard:.4f} (no unit)")
print(f"Ratio, direct, Lindhard: {100 * ratio_lindhard:.2f} percent")
print(f"Mass for 1 percent, direct: {mass_direct:.2f} electron masses")
print(f"Mass for 1 percent, exchange: {mass_exchange:.2f} electron masses")
for xi_T, mass, sampled, error, derived in sampling_report:
    print(f"Sampling case: xi/T = {xi_T:.1f}, mass = {mass:.1f}")
    for j, name in enumerate(("direct", "exchange")):
        print(f"  {name}, sampled: {sampled[j]:.3e} a.u.")
        print(f"  {name}, standard error: {error[j]:.1e} a.u.")
        print(f"  {name}, formula: {derived[j]:.3e} a.u.")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature: 300 K
Lattice constant (rough input): 3.6 angstrom
Resistivity (rough input): 1.7 microohm cm
Thermal energy T: 9.5004e-04 hartree
Electron density n: 0.01270 bohr^-3
Fermi wavevector kF: 0.7219 bohr^-1
Fermi energy: 0.2605 hartree
T / Fermi energy: 0.00365 (no unit)
Screening wavevector ks: 0.9587 bohr^-1
b = 4 kF^2/ks^2: 2.2678 (no unit)
Direct average I: 0.4799 (no unit)
Exchange average J: 0.4049 (no unit)
Exchange factor: 0.5781 (no unit)
Thermal average factor: 1.333333 (no unit)
Direct rate at xi=0: 6.444e-06 a.u.
Mean e-e rate, direct: 8.591e-06 a.u.
Mean e-e rate, with exchange: 4.967e-06 a.u.
T^2 / Fermi energy: 3.464e-06 hartree
Direct rate/(T^2/EF): 2.480
Exchange rate/(T^2/EF): 1.434
Electron-phonon rate: 9.935e-04 a.u.
Inverse mean e-e rate, with exchange: 4870 fs
Electron-phonon time: 24.3 fs
Ratio e-e/e-ph, direct: 0.86 percent
Ratio e-e/e-ph, with exchange: 0.50 percent
Lindhard direct average I: 0.5148 (no unit)
Ratio, direct, Lindhard: 0.93 percent
Mass for 1 percent, direct: 1.06 electron masses
Mass for 1 percent, exchange: 1.36 electron masses
Sampling case: xi/T = 0.0, mass = 1.0
  direct, sampled: 6.435e-06 a.u.
  direct, standard error: 4.1e-08 a.u.
  direct, formula: 6.444e-06 a.u.
  exchange, sampled: 3.714e-06 a.u.
  exchange, standard error: 2.4e-08 a.u.
  exchange, formula: 3.725e-06 a.u.
Sampling case: xi/T = 2.0, mass = 1.3
  direct, sampled: 1.285e-05 a.u.
  direct, standard error: 5.6e-08 a.u.
  direct, formula: 1.304e-05 a.u.
  exchange, sampled: 7.174e-06 a.u.
  exchange, standard error: 3.1e-08 a.u.
  exchange, formula: 7.289e-06 a.u.
ALL CHECKS PASSED
```
